# Limiting native-oxide thickness is a rate threshold, not an equilibrium

## Question

A fresh aluminium surface left in room air acquires an oxide a couple of nanometres thick and then seems to stop. If my instrument resolves 0.1 nm, I may see no change from one day to the next. Is this the equilibrium thickness, at which the driving force for oxidation has been used up? If not, what does the "limiting thickness" of Cabrera–Mott theory mean, and how could I tell the difference?

## Answer

It is not an equilibrium thickness. The driving force is still there; the rate has become too small for your watch to reveal. To see this, separate two questions: when must growth stop, and how fast is it before then?

### When must growth stop?

Let $A$ be the affinity: the free energy released when one metal ion, with its electrons and the necessary oxygen, becomes oxide. Picture the reaction as a chain of hops, with dilute mobile ions and equilibrated electrons. State $i$ has occupation $c_i$ and free energy $E_i$. The net flux through each hop is

$$J=f_i c_i-b_i c_{i+1},\qquad \frac{b_i}{f_i}=e^{-(E_i-E_{i+1})/kT},$$

where the second relation is detailed balance. Define $z_i=c_i e^{E_i/kT}$. Then

$$J=f_i e^{-E_i/kT}(z_i-z_{i+1}).$$

In a steady state $J$ is the same for every hop. Dividing by the prefactor and adding all hops cancels the intermediate $z_i$:

$$J\sum_i R_i=z_{\rm start}-z_{\rm end}=z_{\rm start}\left(1-e^{-A/kT}\right),\qquad R_i=\frac{e^{E_i/kT}}{f_i}>0.$$

A longer chain has more resistance, but the flux vanishes only at $A=0$. If the first hop, entry of an ion from the metal, has by far the largest resistance, the sum reduces to $R_0$ and

$$J=f_0c_0\left(1-e^{-A/kT}\right).$$

For aluminium in air I take the rough value $A=8$ eV per ion. At 300 K, $kT=0.02585$ eV, so the reverse rate is about $10^{-134}$ of the forward rate. This overall back reaction can be dropped. Neglecting back-jumps inside the film is a separate assumption, namely that $R_0$ dominates the sum.

Could $A$ depend on thickness? In a very thin film, yes. If $\sigma(X)$ is the interfacial free energy per area and $\Omega$ the oxide volume per ion, the free energy per area is $-AX/\Omega+\sigma(X)$. Setting its derivative to zero gives

$$A=\Omega\,\sigma'(X).$$

The solution is a stable thickness only if it is a minimum, $\sigma''(X)>0$. Since $\sigma$ levels off in a thick film, such a minimum is at best metastable when $A>0$. A true equilibrium thickness needs $A$ at or slightly below zero, where a thin film can survive because it lowers the interfacial energy. Here, with $\Omega=0.025$ nm³ and a generous change of 1 J/m² over 1 nm, the right side is 0.16 eV, far below 8 eV.

Lowering the oxygen pressure is another way to reach $A=0$. Each ion needs $\tfrac34$ of an O₂ molecule, so the ideal-gas chemical potential changes $A$ by $\tfrac34kT\ln(p_2/p_1)$. Cancelling 8 eV at 300 K requires a pressure drop of about 179 decades. Even then, without the $\sigma$ term, oxide of any thickness would be in balance: no particular thickness would be selected.

### How fast does it grow?

The Cabrera–Mott model assumes that electrons tunnel through the film to adsorbed oxygen until a fixed potential $V$ stands across it. The outer surface is negative, so the field $F=V/X$ pulls positive metal ions outward through an oxide of thickness $X$.

An ion of charge $q$ enters over a barrier $W$. The barrier top lies a distance $a$ from the starting site, so to first order the field lowers the barrier by $qaF=qaV/X$. With attempt frequency $\nu$ and oxide thickness $d$ per layer of ions,

$$\frac{dX}{dt}=d\nu\,e^{-(W-qaV/X)/kT}=u\,e^{X_1/X},$$

$$u=d\nu\,e^{-W/kT},\qquad X_1=\frac{qaV}{kT}.$$

The rate falls steeply with $X$ but stays above $u>0$. In this model no finite thickness stops the growth. The floor $u$ comes from neglecting back-jumps, which is safe only for $X\ll X_1$. If every hop in the film has the same zero-field saddle height, the rate is $2u\sinh(X_1/X)$. This agrees with the law above for a thin film, drops below $u$ beyond about $2X_1$, and is still positive at any finite thickness.

Now integrate from a bare surface. Separating variables gives $u\,dt=e^{-X_1/x}dx$. Substitute $x=X/y$, so that $dx=-X\,dy/y^2$, and write $s=X_1/X$:

$$ut=\int_0^X e^{-X_1/x}dx=X\int_1^\infty\frac{e^{-sy}}{y^2}dy=X\,E_2(s).$$

Here $E_n(s)=\int_1^\infty e^{-sy}y^{-n}dy$ is the exponential integral. The start of this integration is not physically reliable: the linearized barrier has vanished below $qaV/W=0.6$ nm for the numbers used later. However, the model spends only 1 s reaching 1.23 nm, so a different early history mainly shifts the zero of time. That shift is unimportant once the film is much older than the shift.

To find the logarithmic form, integrate $E_n$ by parts:

$$sE_n(s)=e^{-s}-nE_{n+1}(s).$$

Since $y\ge1$ in the integral, $E_{n+1}<E_n$. Taking $n=2$ and replacing $E_3$ by the larger $E_2$ gives $(s+2)E_2>e^{-s}$. Taking $n=1$ and replacing $E_1$ by the smaller $E_2$ gives $(s+1)E_2<e^{-s}$. Thus

$$\frac1{s+2}<e^sE_2(s)<\frac1{s+1}.$$

Define $g(s)=s\,e^sE_2(s)$, which approaches 1 for large $s$. Since $X=X_1/s$, the integrated law becomes

$$\frac{ut}{X_1}=\frac{E_2(s)}s=\frac{g(s)e^{-s}}{s^2}.$$

Taking minus the logarithm,

$$\ln\frac{X_1}{ut}=s+2\ln s-\ln g(s).$$

For $X\ll X_1$ the last term is small. Dropping it and dividing by $X_1$ gives

$$\frac1X\simeq\frac1{X_1}\left[\ln\frac{X_1}{u}-\ln t-2\ln\frac{X_1}{X}\right].$$

This is inverse-logarithmic growth: $1/X$ falls nearly linearly with $\ln t$, with a slowly varying correction. The local slope follows from the rate and the integrated law:

$$\frac{ds}{d\ln t}=-\frac{X_1}{X^2}\,t\,\frac{dX}{dt}
=-\frac{X_1}{X^2}\,\frac{XE_2(s)}u\,u e^s=-g(s).$$

A straight line $1/X=\alpha-\beta\ln t$ is therefore a tangent approximation. Extended far enough, it reaches $1/X=0$ and predicts infinite thickness at a finite time. The rate equation does not: its rate falls as $X$ increases.

### What is the limiting thickness?

Choose a rate $r>u$ below which you agree to call growth finished. Setting $r=ue^{X_1/X_L}$ and taking the logarithm,

$$\frac{X_1}{X_L}=\ln\frac ru=\frac W{kT}-\ln\frac{d\nu}{r}.$$

Multiplying by $kT$ and solving for $X_L$,

$$\boxed{X_L=\frac{qaV}{W-kT\ln(d\nu/r)}}$$

The threshold $r$ is part of the answer. Each choice also corresponds to a film age. With $s_L=X_1/X_L$ and $u=re^{-s_L}$, the integrated law gives

$$t_L=\frac{X_LE_2(s_L)}u=\frac{X_L}{r}\,e^{s_L}E_2(s_L),$$

$$\frac{X_L}{r(s_L+2)}<t_L<\frac{X_L}{r(s_L+1)}.$$

A smaller $r$ means a thicker film and a later age. Nothing happens to the film at $X_L$; it passes through.

### Numbers for an aluminium-like film

Take these rough parameters: $T=300$ K, $q=3e$, $a=0.2$ nm, $V=1.6$ V, $W=1.6$ eV, $d=0.25$ nm and $\nu=10^{13}$ s⁻¹. Then $qaV=3\times0.2\times1.6=0.96$ eV nm, $X_1=0.96/0.02585=37.1$ nm and $u=3.3\times10^{-15}$ nm/s.

For a threshold of one layer per day, $r=2.89\times10^{-6}$ nm/s and $\ln(d\nu/r)=41.30$. Hence

$$X_L=\frac{0.960}{1.6-0.02585\times41.30}\ {\rm nm}=1.80\ {\rm nm}.$$

Changing only the threshold gives:

| One layer per | $X_L$ (nm) | Film age (days) |
|---|---:|---:|
| hour | 1.56 | 0.010 |
| day | 1.80 | 0.32 |
| year | 2.53 | 223 |
| century | 3.68 | 45,100 |

At a constant one layer per day, 1.80 nm would take 7.2 days. The film gets there in 0.32 day because its earlier growth was much faster.

Why does it look finished? From the slope above,

$$\frac{dX}{d\ln t}=X e^sE_2(s),$$

which lies between $X/(s+2)$ and $X/(s+1)$. At one day, $X=1.90$ nm and $s=19.55$, so this is about 0.09 nm per unit of $\ln t$. Doubling the age adds roughly $0.09\ln2\approx0.06$ nm; the full law gives 0.063 nm during the second day. That is below your resolution. Yet between one day and one year the film gains 0.71 nm, nearly three layers.

The tangent law drawn at one day predicts 2.62 nm at one year, against 2.61 nm from the full law, so it serves well over that span. It diverges at about 6 million years, where the full equation gives a finite 18 nm. That last figure illustrates the mathematics only, since the physical assumptions fail much earlier.

### How to tell the difference

Near a stable equilibrium thickness $X_{\rm eq}$, the simplest relaxation law is $dX/dt=-(X-X_{\rm eq})/\tau$. Its solution approaches $X_{\rm eq}$ exponentially, from either side: a film that is too thick must thin.

The growth law behaves differently. A 2.5 nm film is already thicker than the one-layer-per-day limit of 1.80 nm, but after ten more years it reaches 3.05 nm. A useful experiment therefore starts with films on both sides of the supposed limit and spaces the measurements by factors in time, not by equal intervals. An apparent plateau over one short interval cannot decide the matter. The thicker film must not be much thicker: at 300 K a gain of 0.1 nm takes about 24 days from 2.2 nm, 170 days from 2.5 nm and five years from 3.0 nm. A film that neither grows nor thins visibly decides nothing.

Temperature gives another clue. Warm the film for a while, then cool it back. In the growth law the extra oxide remains, whereas a film with a stable equilibrium thickness would relax back towards its earlier value, provided thinning is fast enough to observe at the lower temperature. With the other parameters fixed, $X_L$ for one layer per day rises to 2.26 nm at 330 K. Its denominator vanishes at

$$T=\frac{W}{k\ln(d\nu/r)}\approx450\ {\rm K}.$$

Above this temperature even $u$ exceeds $r$, and the model has no limiting thickness for that threshold. This divergence belongs to the one-way, fixed-$V$ law and is not a prediction for real aluminium. With back-jumps included, the limit at 460 K is finite, about 125 nm. More importantly, the tunnelling estimate given below, repeated at 450 K, has electron supply meeting demand near 2.5 nm, whereas the ion law alone would give about 11 nm after one day. Electron supply takes control long before the divergence matters.

### How far can these numbers be trusted?

**Barrier height.** Native oxide on aluminium in room air is roughly 2–4 nm thick, so the example lies in the right range. This does not validate its parameters. Changing $W$ by 0.1 eV moves the one-layer-per-day limit to 2.22 nm (lower barrier) or 1.52 nm (higher barrier). Moisture, crystallization, stress, space charge and any dependence of $V$ on oxygen pressure, coverage or thickness are omitted, and I have not sized their effects.

**Strong field.** The field is 13 MV/cm at one second and 8.4 MV/cm at one day, close to a rough breakdown field of 10 MV/cm. Leakage that reduced $V$ would reduce $X_L$ in the same proportion, other parameters fixed.

The linear barrier lowering is also strained. As an alternative, take the potential

$$U(x)=\frac W2\left(1-\cos\frac{\pi x}{a}\right)-qFx.$$

With $\theta=\pi x/a$, its extrema satisfy $\sin\theta=\gamma$, where $\gamma=2aqF/(\pi W)$. The minimum is at $\theta_0=\arcsin\gamma$ and the next maximum at $\pi-\theta_0$. Their energy difference is

$$W\cos\theta_0-\frac{qFa}{\pi}(\pi-2\theta_0)
=W\left(\sqrt{1-\gamma^2}-\gamma\arccos\gamma\right).$$

At $X=1.80$ nm this barrier reduces the rate to 0.25 of the linear-model value. Because thickness depends logarithmically on rate, the one-layer-per-day limit falls only to 1.67 nm. The one-layer-per-year limit becomes 2.40 nm, so the dependence on threshold remains.

**Electron supply.** Tunnelling must deliver three electrons per ion. Take an electron mass $m=0.4m_e$ and a barrier rising from $\phi=2.0$ eV at the metal to 3.6 eV outside. Let

$$\kappa(x)=\frac{\sqrt{2m(\phi+eVx/X)}}{\hbar},\qquad K=\int_0^X\kappa\,dx,\qquad I=\int_0^X\frac{dx}{\kappa}.$$

For small transverse wavevector $k_\parallel$, $\sqrt{\kappa^2+k_\parallel^2}\simeq\kappa+k_\parallel^2/2\kappa$, so the transmission is about $e^{-2K-k_\parallel^2I}$. Summing over transverse states and both spins gives the conductance per area:

$$\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,e^{-2K-k_\parallel^2I}
=\frac{e^2}{2\pi hI}\,e^{-2K}.$$

Allow a voltage loss of $kT/e$, small beside $V$, to drive the current. At one year the supply is then 1.2 electrons per nm² per second, against a demand of $6\times10^{-7}$. The two meet at about 4.4 nm, after roughly a thousand years. This treats adsorbed oxygen as a good electron reservoir, which is optimistic, and the crossing depends on the assumed barrier and mass. Changing $\phi$ by 0.5 eV either way moves it between 4.0 and 5.0 nm. A mass of $0.75m_e$ brings it to 3.0 nm, after about ten years, and $0.25m_e$ moves it to 5.8 nm, after about $10^4$ years.

Beyond the crossing the inverse-logarithmic law no longer applies. If electron supply sets the rate, and both its prefactor and the voltage across the film vary slowly, then $dX/dt=Ce^{-X/\ell}$, because $K$ is proportional to $X$. Starting from thickness $X_c$ at time $t_c$, integration of $e^{X/\ell}dX=C\,dt$ gives

$$X=X_c+\ell\ln\left[1+\frac{C e^{-X_c/\ell}}{\ell}(t-t_c)\right].$$

This is direct-logarithmic growth: slower, but still not equilibrium. It is an idealized limit. With the parameters used here, the voltage must fall noticeably beyond the crossing to keep the ion and electron currents matched, so $\ell$ cannot be taken from $K$ at fixed $V$. Matching the two currents gives $V\approx1.2$ V at 5.0 nm and 0.7 V at 5.5 nm, with an effective $\ell$ near 0.2 nm, against 0.09 nm from $K$ at fixed $V$.

So when you report a limiting thickness, state the temperature, the film's age and the smallest growth rate you could have detected. Without that rate, the number does not say what limit was reached.

## Numbers as computed

```
T = 300 K, kT = 0.02585 eV, q = 3 e, a = 0.2 nm
V = 1.6 V, W = 1.6 eV, d = 0.25 nm, nu = 1e+13 1/s
q a V = 0.960 eV nm, X1 = 37.13 nm, u = 3.305e-15 nm/s
film age: thickness, s = X1/X, rate, field
  1 s: 1.234 nm, 30.09, 3.85e-02 nm/s, 13.0 MV/cm
  1 hour: 1.653 nm, 22.46, 1.88e-05 nm/s, 9.7 MV/cm
  1 day: 1.899 nm, 19.55, 1.02e-06 nm/s, 8.4 MV/cm
  30 days: 2.254 nm, 16.48, 4.73e-08 nm/s, 7.1 MV/cm
  1 year: 2.605 nm, 14.25, 5.12e-09 nm/s, 6.1 MV/cm
  10 years: 3.035 nm, 12.24, 6.81e-10 nm/s, 5.3 MV/cm
  100 years: 3.619 nm, 10.26, 9.46e-11 nm/s, 4.4 MV/cm
threshold of one layer per ...: r, X_L, s, film age
  hour: 6.944e-05 nm/s, 1.562 nm, 23.77, 0.0101 days
  day: 2.894e-06 nm/s, 1.803 nm, 20.59, 0.321 days
  year: 7.922e-09 nm/s, 2.528 nm, 14.69, 223 days
  century: 7.922e-11 nm/s, 3.682 nm, 10.08, 4.51e+04 days
ln(d nu/r), one layer per day: 41.30
gain during the second day: 0.063 nm
gain in the week after day 30: 0.026 nm
gain from 1 day to 1 year: 0.706 nm
wait after day 1 for 0.1 nm more: 1.93 days
2.5 nm film after 10 more years: 3.045 nm
slope -ds/dln t at 1 day: 0.9108; bounds 0.9072, 0.9513
tangent law from day 1, at 1 year: 2.619 nm (full 2.605 nm)
tangent law diverges at 5.75e+06 years
full law at that time: 17.8 nm
X_L (layer per day) for W = 1.5 eV: 2.221 nm
X_L (layer per day) for W = 1.7 eV: 1.518 nm
X_L (layer per day) at 330 K: 2.256 nm
no X_L for a layer per day above 450 K
cosine barrier: rate factor at X_L(day) 0.248
cosine barrier: X_L per day 1.672 nm, per year 2.400 nm
tunnelling: barrier 2.0 eV at metal, 3.6 eV outside, mass 0.4 m_e
oxide volume per ion: 0.025 nm^3
at 1 year: electron supply 1.21e+00, demand 6.14e-07 per nm^2 s
supply meets demand at 4.44 nm, age 981 years
affinity (rough input): 8.0 eV per ion
reverse/forward rate: 10^-134
interfacial term, 1 J/m^2 over 1 nm: 0.156 eV per ion
O2 pressure drop needed for equilibrium: 179 decades
```
